# Choosing the gain of a one-edge optical-correction loop: verification in Python

```python
"""
Edge correction of a lithography mask: m_next = m - g*(P(m) - T).
Result under test: the fixed point m* (P(m*) = T) attracts nearby starts if
0 < g*M < 2, M = P'(m*), and repels if g*M < 0 or g*M > 2. The linear error
factor is 1 - g*M; at g*M = 1 it vanishes and convergence is quadratic.
m: half-width of a periodic clear mask slot (nm, wafer scale)
P: half-width of the printed slot (nm);  T: its target;  g: loop gain
M: mask error enhancement for a symmetric move of both slot edges
V: visibility, the factor on the interference term of the image (ideal: 1)
Intensity is relative to a large clear field; resist prints above a threshold.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq

wavelength, aperture, pitch = 193.0, 1.35, 100.0
threshold, target, drawn = 0.20, 25.0, 25.0
water_index, resist_index = 1.44, 1.70
q = 2 * np.pi / pitch


def printed_edge(m, visibility=1.0, layer=0.0):
    """Two-beam threshold edge; nan if the image never crosses threshold.
    layer: complex width (nm) of a thin strip added at each mask edge."""
    a0 = 2 * (m + layer) / pitch
    a1 = np.sin(q * m) / np.pi + 2 * layer * np.cos(q * m) / pitch
    cross = 2 * visibility * np.real(a0 * np.conj(a1))
    cosine = (threshold - abs(a0)**2 - abs(a1)**2) / cross
    return np.arccos(cosine) / q if abs(cosine) <= 1 else np.nan


def iterate(gain, start, steps, visibility=1.0):
    path = [start]
    for _ in range(steps):
        m = path[-1]
        path.append(m - gain * (printed_edge(m, visibility) - target))
    return np.array(path)


# Abbe image: sum over source points, mask coefficients by quadrature
nodes, weights = np.polynomial.legendre.leggauss(24)
pole_radius = 0.10
pole_centre = wavelength / (2 * pitch * aperture)
gx, gy = np.meshgrid(np.linspace(-pole_radius, pole_radius, 9),
                     np.linspace(-pole_radius, pole_radius, 9))
inside = gx**2 + gy**2 <= pole_radius**2 * (1 + 1e-9)
source_x = np.concatenate([gx[inside] + pole_centre,
                           gx[inside] - pole_centre])
source_y = np.concatenate([gy[inside], gy[inside]])


def abbe_image(x, left, right, defocus=0.0):
    """Image of slots open from -left to right in every period."""
    half = (left + right) / 2
    points = (right - left) / 2 + half * nodes
    field = np.zeros(len(source_x), complex)
    for n in range(-4, 5):
        coef = half / pitch * np.sum(weights * np.exp(-1j * q * n * points))
        rho2 = (source_x + n * wavelength / (pitch * aperture))**2 + source_y**2
        kz = 2 * np.pi / wavelength * np.sqrt(
            water_index**2 - aperture**2 * np.minimum(rho2, 1))
        field += coef * (rho2 <= 1) * np.exp(1j * (q * n * x + kz * defocus))
    return np.mean(abs(field)**2)


def abbe_edge(side, left, right, defocus=0.0):
    """Outward distance of the printed right (+1) or left (-1) edge."""
    return brentq(lambda x: abbe_image(side * x, left, right, defocus)
                  - threshold, 5, 45, xtol=1e-12)


# Two-beam formula against the source sum
for m in (14.0, 20.0, 25.0):
    assert abs(printed_edge(m) - abbe_edge(1, m, m)) < 1e-8

# Fixed point and derivatives of the printed edge
m_star = brentq(lambda m: printed_edge(m) - target, 13, 30, xtol=1e-14)
a0, a1 = 2 * m_star / pitch, np.sin(q * m_star) / np.pi
M = (a0 + a1 * np.cos(q * m_star)) / (np.pi * a0 * a1)
ms = sp.Symbol("m", positive=True)
b0, b1 = 2 * ms / pitch, sp.sin(q * ms) / sp.pi
edge_expr = sp.acos((threshold - b0**2 - b1**2) / (2 * b0 * b1)) / q
P1, P2, P3 = [float(sp.N(sp.diff(edge_expr, ms, k).subs(ms, m_star)))
              for k in (1, 2, 3)]
step = 0.01
abbe_slope = (abbe_edge(1, m_star + step, m_star + step)
              - abbe_edge(1, m_star - step, m_star - step)) / (2 * step)
assert abs(P1 - M) < 1e-8 and abs(abbe_slope - M) < 1e-4

# Linear factor and stability limits from direct iteration
for product in (-0.2, 0.3, 0.7, 1.5, 1.9, 2.1):
    d = iterate(product / M, m_star + 1e-3, 3) - m_star
    assert abs(d[3] / d[2] - (1 - product)) < 2e-3
for product, attracts in ((-0.05, False), (0.05, True),
                          (1.95, True), (2.05, False)):
    last = abs(iterate(product / M, m_star + 1e-3, 1000)[-1] - m_star)
    assert (last < 1e-6) if attracts else not (last < 0.1)

# Quadratic convergence at g*M = 1
quadratic = -P2 / (2 * M)
d = iterate(1 / M, m_star + 0.01, 1) - m_star
assert abs(d[1] / d[0]**2 / quadratic - 1) < 0.01

# Marginal case g*M = 2, and the two-cycle just above it
g2 = 2 / M
cubic = (g2 * P2 / 2)**2 - g2 * P3 / 6
d = iterate(g2, m_star + 0.02, 4000) - m_star
growth = (1 / d[-1]**2 - 1 / d[0]**2) / 2000
assert cubic > 0 and abs(growth / (4 * cubic) - 1) < 0.01
excess = 0.005
cycle = iterate((2 + excess) / M, m_star + 0.3, 6000)
cycle_half = abs(cycle[-1] - cycle[-2]) / 2
cycle_pred = np.sqrt(excess / cubic)
assert abs(cycle_half / cycle_pred - 1) < 0.05

# Independent motion of the two slot edges, outward positive
J = np.zeros((2, 2))
for col, (dl, dr) in enumerate(((0, step), (step, 0))):
    for row, side in enumerate((1, -1)):
        J[row, col] = (abbe_edge(side, m_star + dl, m_star + dr)
                       - abbe_edge(side, m_star - dl, m_star - dr)) / (2 * step)
modes = np.sort(np.linalg.eigvals(J).real)
assert np.allclose(modes, sorted([1.0, M]), atol=1e-4)
assert abs(J[0, 0] - (M + 1) / 2) < 1e-4
assert abs(J[0, 1] - (M - 1) / 2) < 1e-4
single = [m_star + 0.01]
for _ in range(3):
    single.append(single[-1]
                  - 1.4 * (abbe_edge(1, m_star, single[-1]) - target))
single_factor = (single[3] - m_star) / (single[2] - m_star)
assert abs(single_factor - (1 - 1.4 * (M + 1) / 2)) < 0.005

# Drawn start: number of updates until the edge error is below 0.01 nm
gains = [0.2, 0.4, 1 / M, 1.0, 1.2]
counts = []
for g in gains:
    path = iterate(g, drawn, 400)
    counts.append(next(k for k, m in enumerate(path)
                       if abs(printed_edge(m) - target) < 0.01))
assert all(counts[2] < c for i, c in enumerate(counts) if i != 2)

# A distant start can fail although g*M < 2
far_start = 34.5
far_next = iterate(1.2, far_start, 1)[1]
smallest = brentq(lambda m: 2 * m / pitch + np.sin(q * m) / np.pi
                  - np.sqrt(threshold), 5, 20)
assert 1.2 * M < 2 and np.isfinite(printed_edge(far_start))
assert far_next < smallest and np.isnan(printed_edge(far_next))

# Resist blur: Gaussian convolution of the image
blur = 10.0
hx, hw = np.polynomial.hermite.hermgauss(20)


def blurred(x):
    return sum(w * abbe_image(x + np.sqrt(2) * blur * t, m_star, m_star)
               for t, w in zip(hx, hw)) / np.sqrt(np.pi)


V_blur = (blurred(0) - blurred(pitch / 2)) / (4 * a0 * a1)
assert abs(V_blur - np.exp(-q**2 * blur**2 / 2)) < 1e-8
blur_limit = pitch / np.pi * np.sqrt(np.log(2 / M) / 2)
for sigma, attracts in ((blur_limit - 0.5, True), (blur_limit + 0.5, False)):
    V = np.exp(-q**2 * sigma**2 / 2)
    last = abs(iterate(1.0, m_star + 1e-3, 1000, V)[-1] - m_star)
    assert (last < 1e-6) if attracts else not (last < 0.1)

# Unpolarised light: vector interference of the two beams in the resist
sine = wavelength / (2 * pitch * resist_index)
cosine = np.sqrt(1 - sine**2)
beam_pairs = [(np.array([0, 1, 0]), np.array([0, 1, 0])),
              (np.array([cosine, 0, -sine]), np.array([cosine, 0, sine]))]
bright, dark = [np.mean([np.sum((a0 * u + s * a1 * v)**2)
                         for u, v in beam_pairs]) for s in (1, -1)]
V_unpol = (bright - dark) / (4 * a0 * a1)
assert abs(V_unpol - (1 - sine**2)) < 1e-12
d = iterate(1.0, m_star + 1e-3, 3, V_unpol) - m_star
assert abs(d[3] / d[2] - (1 - M / V_unpol)) < 3e-3

# Defocus: slope from the source sum against M/V
defocus = 50.0
V_focus = (abbe_image(0, m_star, m_star, defocus)
           - abbe_image(pitch / 2, m_star, m_star, defocus)) / (4 * a0 * a1)
M_focus = (abbe_edge(1, m_star + step, m_star + step, defocus)
           - abbe_edge(1, m_star - step, m_star - step, defocus)) / (2 * step)
assert abs(M_focus - M / V_focus) < 1e-4

# Complex edge layer as a rough stand-in for mask topography
layer = -3 + 3j
m_layer = brentq(lambda m: printed_edge(m, 1, layer) - target, 17, 30)
M_layer = (printed_edge(m_layer + step, 1, layer)
           - printed_edge(m_layer - step, 1, layer)) / (2 * step)

# Mask placement grid
grid = 0.25
m_grid = grid * np.round(m_star / grid)
grid_error = printed_edge(m_grid) - target
grid_worst = max(abs(printed_edge(m_star + s * grid / 2) - target)
                 for s in (1, -1))
assert abs(grid_error) <= grid_worst * (1 + 1e-9)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("wavelength", wavelength, "nm", 1)
show("numerical aperture", aperture, "", 2)
show("pitch", pitch, "nm", 1)
show("threshold / clear field", threshold, "", 2)
show("target half-width T", target, "nm", 1)
show("dipole pole centre / NA", pole_centre)
show("pole radius / NA", pole_radius, "", 2)
show("printed half-width of drawn mask", printed_edge(drawn), "nm")
show("corrected mask half-width m*", m_star, "nm")
show("order amplitude a0 at m*", a0)
show("order amplitude a1 at m*", a1)
show("M from formula", M)
show("M from Abbe finite difference", abbe_slope)
show("P'' at m*", P2, "1/nm", 5)
show("P''' at m*", P3, "1/nm^2", 5)
show("best local gain 1/M", 1 / M)
show("gain limit 2/M", 2 / M)
for g, count in zip(gains, counts):
    print(f"g={g:.4f} gM={g*M:.4f} factor={1-g*M:.4f} updates={count}")
for g in (0.4, 1 / M, 1.0, 1.4):
    errors = [printed_edge(m) - target for m in iterate(g, drawn, 5)]
    print(f"edge errors g={g:.4f} (nm):", " ".join(f"{e:.5f}" for e in errors))
show("quadratic coefficient -P''/(2M)", quadratic, "1/nm", 5)
show("marginal coefficient c", cubic, "1/nm^2", 6)
show("measured growth/4 at gM=2", growth / 4, "1/nm^2", 6)
show("two-cycle half-width, gM=2.005", cycle_half, "nm")
show("two-cycle predicted half-width", cycle_pred, "nm")
show("slope of one edge moved alone", J[0, 0])
show("response to the other edge", J[0, 1])
print("two-edge eigenvalues:", " ".join(f"{v:.4f}" for v in modes))
show("one-edge-alone factor at g=1.4", single_factor)
show("smallest printing mask half-width", smallest, "nm")
show("distant start", far_start, "nm", 1)
show("next mask half-width at g=1.2", far_next, "nm")
show("blur sigma", blur, "nm", 1)
print(f"blur: V={V_blur:.4f} M={M/V_blur:.4f}")
show("blur limit for g=1", blur_limit, "nm")
show("resist index (assumed)", resist_index, "", 2)
print(f"unpolarised: V={V_unpol:.4f} M={M/V_unpol:.4f}")
show("unpolarised gain limit", 2 * V_unpol / M)
show("water index (assumed)", water_index, "", 2)
print(f"defocus {defocus:.0f} nm: V={V_focus:.4f} M={M_focus:.4f}")
print(f"edge layer {layer.real:.0f}{layer.imag:+.0f}i nm: "
      f"m*={m_layer:.4f} nm M={M_layer:.4f}")
show("mask grid, wafer scale", grid, "nm", 2)
show("edge error at nearest grid point", grid_error, "nm")
show("worst edge error for half a grid step", grid_worst, "nm")
print("tests ok")
```

Printed output:

```
wavelength: 193.0 nm
numerical aperture: 1.35
pitch: 100.0 nm
threshold / clear field: 0.20
target half-width T: 25.0 nm
dipole pole centre / NA: 0.7148
pole radius / NA: 0.10
printed half-width of drawn mask: 32.8846 nm
corrected mask half-width m*: 17.3464 nm
order amplitude a0 at m*: 0.3469
order amplitude a1 at m*: 0.2822
M from formula: 1.5523
M from Abbe finite difference: 1.5523
P'' at m*: -0.25293 1/nm
P''' at m*: 0.07747 1/nm^2
best local gain 1/M: 0.6442
gain limit 2/M: 1.2884
g=0.2000 gM=0.3105 factor=0.6895 updates=22
g=0.4000 gM=0.6209 factor=0.3791 updates=9
g=0.6442 gM=1.0000 factor=0.0000 updates=4
g=1.0000 gM=1.5523 factor=-0.5523 updates=8
g=1.2000 gM=1.8628 factor=-0.8628 updates=40
edge errors g=0.4000 (nm): 7.88464 5.24755 3.14239 1.62744 0.73578 0.30327
edge errors g=0.6442 (nm): 7.88464 3.33407 0.64026 0.02204 0.00003 0.00000
edge errors g=1.0000 (nm): 7.88464 -0.36552 0.20655 -0.11249 0.06259 -0.03443
edge errors g=1.4000 (nm): 7.88464 -7.50785 7.46493 -7.31241 7.29378 -7.22873
quadratic coefficient -P''/(2M): 0.08147 1/nm
marginal coefficient c: 0.009914 1/nm^2
measured growth/4 at gM=2: 0.009898 1/nm^2
two-cycle half-width, gM=2.005: 0.7128 nm
two-cycle predicted half-width: 0.7102 nm
slope of one edge moved alone: 1.2762
response to the other edge: 0.2762
two-edge eigenvalues: 1.0000 1.5523
one-edge-alone factor at g=1.4: -0.7864
smallest printing mask half-width: 11.6922 nm
distant start: 34.5 nm
next mask half-width at g=1.2: 10.5201 nm
blur sigma: 10.0 nm
blur: V=0.8209 M=1.8911
blur limit for g=1: 11.3299 nm
resist index (assumed): 1.70
unpolarised: V=0.6778 M=2.2903
unpolarised gain limit: 0.8732
water index (assumed): 1.44
defocus 50 nm: V=0.9805 M=1.5832
edge layer -3+3i nm: m*=19.9838 nm M=1.5502
mask grid, wafer scale: 0.25 nm
edge error at nearest grid point: -0.1508 nm
worst edge error for half a grid step: 0.1960 nm
tests ok
```
